# Why a powder neutron spectrum is not the phonon density of states

## Two atoms in separate wells

Take a crystal with two atoms per cell, A and B, each vibrating in its own isotropic harmonic well. Atom A has mass 1 u and vibrational energy $E_A$; atom B has mass 50 u and a much lower energy $E_B$. Each atom has three modes, so the phonon density of states consists of two lines of equal area.

A neutron transfers momentum $\mathbf Q$ to one atom through the operator $e^{i\mathbf Q\cdot\mathbf u}$. Let $x$ be the displacement along $\mathbf Q$. In atomic units ($\hbar=1$),
$$x=\frac{a+a^\dagger}{\sqrt{2ME}},\qquad e^{iQx}=e^{-\eta^2/2}e^{i\eta a^\dagger}e^{i\eta a},\qquad \eta^2=\frac{Q^2}{2ME}.$$
The prefactor comes from reordering the exponentials with $[a,a^\dagger]=1$. Acting on the ground state, $e^{i\eta a}$ gives one, and the linear term of $e^{i\eta a^\dagger}$ creates one quantum. Hence
$$|\langle 1|e^{iQx}|0\rangle|^2=\frac{Q^2}{2ME}\,e^{-2W},\qquad 2W=Q^2\langle x^2\rangle=\frac{Q^2}{2ME}.$$

The usual reduction of the data removes the factor $Q^2/E$. It leaves each line with an area proportional to $\sigma e^{-2W}/M$, where $\sigma$ is the scattering cross-section. Let $\sigma_A=80$ barn and $\sigma_B=5$ barn. At small $Q$ the areas are in the ratio
$$\frac{80}{1}:\frac{5}{50}=800:1,$$
although the numbers of modes are equal.

Now choose a temperature with $E_B\ll kT\ll E_A$. The modes of B are classical and those of A are frozen, so the true heat capacity is $3k/2$ per atom. If the reduced spectrum is normalized to unit area and read as the density of states, the result is $3k/801$. Normalization fixes the total area but not its division between the atoms.

## The counter-example with a coupled lattice

In a real crystal the atoms share their modes. Consider a rocksalt lattice with nearest-neighbour distance 2.0 Å and central springs between first and second neighbours. The masses and cross-sections are those above. The spring constants are 2.0 (AB), 0.1 (AA) and 1.0 (BB) eV/Å$^2$. These round parameters describe a hydride-like model, not a named material.

Let $g_j(E)$ be the partial density of atom $j$: each mode counts in proportion to its squared eigenvector on that atom, and the area is one. The true density is $g=(g_A+g_B)/2$. The proof below shows that the reduced spectrum is instead
$$G=p_Ag_A+p_Bg_B,\qquad p_j=\frac{w_j}{w_A+w_B},\qquad w_j=\frac{\sigma_j e^{-2W_j}}{M_j}.$$

Diagonalizing the dynamical matrix on a wave-vector mesh gives mean energies of 0.1352 eV for $g_A$ and 0.0231 eV for $g_B$. At a measuring temperature of 20 K the mean-square displacements along one axis are 0.01624 and 0.00204 Å$^2$ (the last digit requires a mesh refined near zero wave vector). For $Q=5$ Å$^{-1}$ the factors $e^{-2W_j}=e^{-Q^2\langle u_{jx}^2\rangle}$ are 0.666 and 0.950. Therefore
$$w_A=\frac{80(0.666)}{1}=53.3,\qquad w_B=\frac{5(0.950)}{50}=0.095,\qquad p_A=0.998.$$
The Debye-Waller factors reduce the weight ratio from 800 to about 560, which is far from enough to restore equality.

The zero-point energy per atom is $\tfrac32\langle E\rangle$, because each atom contributes three modes of energy $E/2$. The true and naive values are
$$\tfrac32\,\frac{0.1352+0.0231}{2}=0.119\ \text{eV},\qquad \tfrac32\,[0.9982(0.1352)+0.0018(0.0231)]=0.202\ \text{eV}.$$
The error is 0.084 eV per atom, or 8.1 kJ per mole of atoms.

At 300 K the harmonic heat capacity per atom is $1.63k$, but the naive spectrum gives $0.46k$. The entropy is $1.88k$, but the naive spectrum gives $0.14k$. The spectrum reports essentially the thermodynamics of the stiff light atom and loses the thermally active motion of the heavy one.

This example already assumes perfect removal of multiphonon scattering, background and resolution. The error is in the interpretation of the one-phonon spectrum.

## The general statement

Consider a harmonic crystal with $n$ atoms per cell, all on sites whose symmetry makes second-rank tensors isotropic. At fixed $Q$, in the one-phonon and incoherent approximations, the reduced and normalized powder spectrum is
$$\boxed{G(E)=\sum_jp_jg_j(E),\qquad p_j=\frac{\sigma_je^{-2W_j}/M_j}{\sum_i\sigma_ie^{-2W_i}/M_i}}$$
whereas $g(E)=n^{-1}\sum_jg_j(E)$. Here $\sigma_j$ is the total bound scattering cross-section, coherent plus incoherent.

### Proof: the displacement correlation

The incoherent approximation keeps the correlation of each atom with itself. Apart from the kinematic factor $k'/k$ and $1/4\pi$, the cross-section is $\sum_j\sigma_jS_j$, with
$$S_j(Q,E)=\frac1{2\pi}\int dt\,e^{-iEt}\left\langle e^{-i\mathbf Q\cdot\mathbf u_j(0)}e^{i\mathbf Q\cdot\mathbf u_j(t)}\right\rangle .$$
Positive $E$ is energy lost by the neutron.

The average needs one identity. For one mode let $L=ca+da^\dagger$, $f(\lambda)=\langle e^{\lambda L}\rangle$ and $n_B=(e^{E/kT}-1)^{-1}$. The thermal density operator obeys $a\rho=e^{-E/kT}\rho a$, so cyclicity of the trace gives
$$\langle e^{\lambda L}a\rangle=e^{-E/kT}\langle ae^{\lambda L}\rangle .$$
Also $[a,e^{\lambda L}]=\lambda d\,e^{\lambda L}$. Subtracting the two orderings yields $\langle ae^{\lambda L}\rangle=\lambda d(n_B+1)f$. The same argument with $a^\dagger\rho=e^{E/kT}\rho a^\dagger$ and $[a^\dagger,e^{\lambda L}]=-\lambda c\,e^{\lambda L}$ gives $\langle a^\dagger e^{\lambda L}\rangle=\lambda c\,n_Bf$. Thus
$$f'=\langle Le^{\lambda L}\rangle=\lambda cd(2n_B+1)f=\lambda\langle L^2\rangle f .$$
Since $f(0)=1$, $\langle e^L\rangle=e^{\langle L^2\rangle/2}$. Independent modes multiply, so the identity holds for any linear combination of them.

Set $X=-i\mathbf Q\cdot\mathbf u_j(0)$ and $Y=i\mathbf Q\cdot\mathbf u_j(t)$. Their commutator is a number, hence $e^Xe^Y=e^{X+Y+[X,Y]/2}$ and
$$\langle e^Xe^Y\rangle=\exp\left[\tfrac12\langle (X+Y)^2\rangle+\tfrac12\langle XY-YX\rangle\right]
=\exp\left[\tfrac12\langle X^2\rangle+\tfrac12\langle Y^2\rangle+\langle XY\rangle\right].$$
The first two terms add to $-2W_j=-\langle(\mathbf Q\cdot\mathbf u_j)^2\rangle$. The correlation is therefore
$$e^{-2W_j}\exp\left[\langle\mathbf Q\cdot\mathbf u_j(0)\,\mathbf Q\cdot\mathbf u_j(t)\rangle\right].$$
Expanding the second exponential counts phonons: the constant is elastic, and the linear term is the one-phonon part.

### Proof: the partial densities

For $N$ cells, let mode $\nu$ have energy $E_\nu$ and eigenvector $\mathbf e_{j\nu}$ on atom $j$. The mode amplitude in $\mathbf u_j$ is $\mathbf e_{j\nu}/\sqrt{2NM_jE_\nu}$, up to a phase, so
$$\langle\mathbf Q\cdot\mathbf u_j(0)\,\mathbf Q\cdot\mathbf u_j(t)\rangle=\sum_\nu\frac{|\mathbf Q\cdot\mathbf e_{j\nu}|^2}{2NM_jE_\nu}\left[(n_\nu+1)e^{iE_\nu t}+n_\nu e^{-iE_\nu t}\right].$$
The first exponential gives energy loss and the second energy gain.

Define
$$g_j(E)=\frac1{3N}\sum_\nu|\mathbf e_{j\nu}|^2\delta(E-E_\nu).$$
Completeness gives $\sum_\nu|\mathbf e_{j\nu}|^2=3N$, hence unit area. Normalization of each mode, $\sum_j|\mathbf e_{j\nu}|^2=1$, gives $g=n^{-1}\sum_jg_j$.

Site symmetry replaces $|\mathbf Q\cdot\mathbf e_{j\nu}|^2$, after summation over modes of equal energy, by $Q^2|\mathbf e_{j\nu}|^2/3$. The factor $1/3$ cancels the 3 in the definition of $g_j$, and the loss spectrum is
$$S_j^{(1)}=e^{-2W_j}\frac{Q^2}{2M_jE}[n_B(E)+1]g_j(E).$$
At equal times the same correlation gives
$$2W_j=\frac{Q^2}{2M_j}\int_0^\infty dE\,\frac{g_j(E)}E\coth\frac E{2kT}.$$

Multiply $\sum_j\sigma_jS_j^{(1)}$ by $E/\{Q^2[n_B(E)+1]\}$. What remains is $\tfrac12\sum_jw_jg_j$. Division by its area gives $G$, which completes the proof.

On sites of lower symmetry, $e^{-2W_j}$ depends on the direction of $\mathbf Q$ and must be averaged together with $|\mathbf Q\cdot\mathbf e_{j\nu}|^2$; the product form then fails in general. At a fixed scattering angle $Q$ also varies with energy transfer, so the weights vary across the spectrum.

## What happens to thermodynamics

Let a property be a sum over modes, $F[g]=3\int g(E)f(E)\,dE$ per atom, and let $F_j=3\int g_jf\,dE$. Then
$$F[G]-F[g]=\sum_j\left(p_j-\frac1n\right)F_j .$$
For two atoms, $p_B=1-p_A$, so
$$F[G]-F[g]=\left(p_A-\tfrac12\right)(F_A-F_B).$$
The error vanishes if the weights are equal or if the two partial properties are equal. With more atoms, errors may also cancel between species.

**High temperature.** Put $x=E/kT$. The heat capacity of one mode is
$$k\left[\frac{x/2}{\sinh(x/2)}\right]^2=k\left(1-\frac{x^2}{12}+\cdots\right).$$
The leading term is the same for every mode and cancels in the error:
$$\Delta C\simeq-\frac{k(p_A-\frac12)}{4(kT)^2}\left(\langle E^2\rangle_A-\langle E^2\rangle_B\right),\qquad \langle E^2\rangle_j=\frac{\Phi_j}{M_j}.$$
Here $\Phi_j$ is the on-site force constant along one axis; the last relation is the trace of the atom's block of the dynamical matrix divided by three. Thus a correct classical heat capacity does not validate the spectrum.

The entropy of one mode tends to $k(1-\ln x)$. The constants and $\ln T$ cancel, but the mean logarithms do not:
$$\Delta S\to3k\left(p_A-\tfrac12\right)\left(\langle\ln E\rangle_B-\langle\ln E\rangle_A\right).$$
For the hydride-like model this limit is $-2.71k$ per atom. The corresponding free-energy error, $-T\Delta S$ at leading order, grows with temperature.

**Low temperature.** In a long acoustic wave all atoms in a cell have the same displacement. Since displacement is proportional to $\mathbf e_j/\sqrt{M_j}$, normalization gives $|\mathbf e_j|^2=M_j/M_{\rm cell}$. Relative to $g$, the low-energy part of $G$ is multiplied by
$$R=n\sum_jp_j\frac{M_j}{M_{\rm cell}}
=\frac{\sum_j\sigma_je^{-2W_j}}{\bar M\sum_j\sigma_je^{-2W_j}/M_j},\qquad \bar M=\frac{M_{\rm cell}}n .$$
The $T^3$ heat capacity is multiplied by the same $R$. Because it varies as the inverse cube of the Debye temperature, the apparent Debye temperature is multiplied by $R^{-1/3}$. For the hydride-like model,
$$R=\frac{53.3+4.75}{25.5(53.3+0.095)}=0.043,\qquad R^{-1/3}=2.9 .$$

## A milder case

Keep the lattice but take masses 16 and 50 u, cross-sections 4 and 5 barn, and springs 5.0 (AB), 0.5 (AA) and 1.0 (BB) eV/Å$^2$. At the same $Q$ and measuring temperature, the Debye-Waller factors are 0.933 and 0.962. The weights are
$$w_A=\frac{4(0.933)}{16}=0.233,\qquad w_B=\frac{5(0.962)}{50}=0.096,\qquad p_A=0.71 .$$

Within the incoherent approximation, this oxide-like model gives the following values per atom:

| Property | True | Naive |
|---|---:|---:|
| Zero-point energy (eV) | 0.065 | 0.072 |
| $C/k$ at 300 K | 2.35 | 2.24 |
| $S/k$ at 300 K | 2.13 | 1.84 |

The heat capacity is low by about 5% of its true value, while the entropy is low by about 14%. At high temperature the entropy error tends to $-0.36k$. At low temperature $R=0.79$, so the apparent Debye temperature is 8% too high. A plausible heat capacity can therefore accompany a poorer entropy.

## Can a different momentum transfer cure it?

The weights of two atoms are equal when
$$\frac{\sigma_A}{M_A}e^{-Q^2\langle u_{Ax}^2\rangle}=\frac{\sigma_B}{M_B}e^{-Q^2\langle u_{Bx}^2\rangle}.$$
Taking logarithms gives
$$Q_*^2=\frac{\ln[(\sigma_A/M_A)/(\sigma_B/M_B)]}{\langle u_{Ax}^2\rangle-\langle u_{Bx}^2\rangle},$$
provided the right side is positive. For the hydride-like model,
$$Q_*=\sqrt{\frac{\ln800}{0.01624-0.00204}}\approx21.7\ \text{Å}^{-1}.$$

The phonon expansion shows why this is not a practical remedy. Integrated over energy gain and loss, the one-phonon term has area $2We^{-2W}$, and all inelastic terms together have area $1-e^{-2W}$. For atom A the one-phonon share is 0.81 at 5 Å$^{-1}$ but 0.004 at $Q_*$. In the oxide-like model $Q_*$ is 27.7 Å$^{-1}$, where the share for A is 0.29.

Small $Q$ suppresses multiphonon scattering but exposes interference if the scattering is coherent. With scattering lengths $b_j$, the reduced one-phonon intensity of a mode contains
$$\left|\sum_jb_je^{-W_j}\frac{\hat{\mathbf Q}\cdot\mathbf e_j}{\sqrt{M_j}}\right|^2.$$
Only modes with wave vector $\mathbf Q$, up to a reciprocal-lattice vector, contribute. Their displacements are written here as proportional to $\mathbf e_je^{i\mathbf Q\cdot\mathbf r}/\sqrt{M_j}$, where $\mathbf r$ is the equilibrium position of the atom, so no separate position phases appear in the sum. Completeness removes the cross terms when all modes at one $\mathbf Q$ are summed, but not within each energy interval. The total area survives while its distribution changes.

To measure that change, treat the oxide-like atoms as purely coherent scatterers with scattering lengths of equal sign. Random sampling of $\mathbf Q$ and sorting into 12 energy bins gives the fraction of area misplaced relative to the incoherent result. It is about 0.15 for $Q=0.5$ to 1.5 Å$^{-1}$, 0.10 at the single value 5 Å$^{-1}$, 0.04 for 4 to 6 Å$^{-1}$ and below 0.01 for 8 to 14 Å$^{-1}$. At the single value 5 Å$^{-1}$ the naive entropy at 300 K would be about $1.70k$ rather than the $1.84k$ of the table, so coherent scatterers measured at one moderate $Q$ carry a further error. The smallest $Q$ is also hard to reach: an energy loss of 0.066 eV, the top of this spectrum, at 0.5 Å$^{-1}$ needs incident neutrons of about 2 eV. This fraction includes both the selection of modes by wave vector, which is interference between cells, and the cross terms between A and B. In this model a broad range at large $Q$ justifies the incoherent approximation, but it does not make the weights equal.

## Recovering the thermodynamics

A sound comparison applies the experimental weights to calculated partial densities and compares the resulting $G$ with the measured spectrum. If the lattice model is supported by that comparison, its unweighted $g$ supplies the thermodynamics. Agreement of the weighted sum alone does not determine each partial density uniquely.

If a gap separates bands with known numbers of modes, each band can instead be normalized separately. The hydride-like model has three branches below a gap from 0.032 to 0.131 eV and three above it. The lower band holds half the modes but only 1.0% of the naive area. Restoring both areas to one half gives a zero-point energy of 0.117 eV, a heat capacity of $1.64k$ and an entropy of $2.00k$ per atom at 300 K. The true values are 0.119 eV, $1.63k$ and $1.88k$.

The remaining entropy error has a visible source. Even in the lower band, 83% of the signal comes from light atom A, carried along by the heavy lattice. If $\alpha$ is the mean squared eigenvector on A in that band, its naive area is $p_A\alpha+p_B(1-\alpha)=0.0103$, so $\alpha\approx0.009$. In the long-wave limit the value is $1/51\approx0.0196$. Averaged over the lowest fifth of the band's modes in energy it is about 0.015, but over the highest fifth only about 0.004. The lower band is therefore overweighted at low energies, where each mode has the most entropy, and the total entropy comes out too large. The overweighted modes are not all long waves: in some short transverse waves the light atom also follows its heavy neighbours. Band normalization restores the number of modes, but it cannot restore a shape altered by eigenvectors that vary within the band.
